# Electron spin-rotation constant of H2+ from moving nuclei and sigma-pi mixing

## Theorem

For H$_2^+$ in the $1s\sigma_g$ electronic state, the coupling between the electron spin $\mathbf S$ and the rotation is $c_e\,\mathbf N\cdot\mathbf S$, with

$$c_e=\frac{\alpha^2}{\mu}\left\langle\frac{(1+a_e)F(R)+(1+2a_e)S(R)}{R^2}\right\rangle ,\tag{1}$$

$$F=\frac1R+R\frac{dE}{dR},\qquad S=\sum_{n}\frac{\langle0|A_x|n\rangle\langle n|L_x|0\rangle}{E_n-E_0},\qquad \mathbf A=\sum_a\frac{\mathbf r_a\times\mathbf p}{r_a^3}.\tag{2}$$

The $F$ term is the first-order effect of the moving nuclei. The $S$ term is the second-order effect of $\pi_g$ states mixed in by rotation. For $v=0$, $N=1$ they give $46.34$ and $-3.88$ MHz, a sum of about $42.45$ MHz at this order; the omitted mass corrections lower it by about $0.04$ MHz.

**Conventions.** Atomic units are used; $\alpha$ is the fine-structure constant, $a_e$ the electron's magnetic-moment anomaly, $M$ the proton mass and $\mu=M/2$. The electron position $\mathbf r$ is measured from the nuclear midpoint. Nucleus $a$ is at $\mathbf R_a=\pm\mathbf R/2$, $\mathbf r_a=\mathbf r-\mathbf R_a$, and $\mathbf L=\mathbf r\times\mathbf p$. The molecular axis is $z$. $\mathbf N$ is the total angular momentum without spins. The clamped-nuclei Hamiltonian is $H_0=p^2/2-\sum_a1/r_a$, with real ground function $\psi_0$ and electronic energies $E_n$; $E(R)=E_0(R)+1/R$ includes nuclear repulsion. The outer brackets in (1) average over the nuclear radial function.

**Assumptions.** The result is of leading order in $\alpha^2$ and in $1/M$, with the anomaly kept as a factor. Adiabatic corrections, nonadiabatic corrections beyond the rotational mixing in $S$, higher relativistic terms and nuclear-spin couplings are omitted.

## Lemma 1: the spin coupling

The electron spin couples to the nuclei through

$$H_s=\alpha^2\mathbf S\cdot\sum_a\frac1{r_a^3}\left[\frac{1+2a_e}{2}\,\mathbf r_a\times\mathbf p-(1+a_e)\,\mathbf r_a\times\mathbf V_a\right],\tag{3}$$

where $\mathbf V_a=\mathbf P_a/M$ is the nuclear velocity.

**Proof.** A unit charge moving with velocity $\mathbf V$ has the Darwin vector potential. With the factor $1/c$ of its coupling to the electron absorbed, it is

$$\boldsymbol{\mathcal A}=\frac{\alpha^2}{2}\left[\frac{\mathbf V}{r}+\frac{\mathbf r(\mathbf r\cdot\mathbf V)}{r^3}\right].$$

The curl of the first term in brackets is $\nabla(1/r)\times\mathbf V=-\mathbf r\times\mathbf V/r^3$. For the second, $\nabla\times\mathbf r=0$ leaves

$$\left[\frac{\mathbf V}{r^3}-\frac{3\mathbf r(\mathbf r\cdot\mathbf V)}{r^5}\right]\times\mathbf r=-\frac{\mathbf r\times\mathbf V}{r^3}.$$

The two are equal, so $\nabla\times\boldsymbol{\mathcal A}=-\alpha^2\mathbf r\times\mathbf V/r^3$. The electron has charge $-1$ and $g=2(1+a_e)$, so its spin energy is $(g/2)\mathbf S\cdot\nabla\times\boldsymbol{\mathcal A}$. This is the second term of (3).

The electron's own motion past a nucleus gives the same magnetic coupling with $\mathbf V\to-\mathbf p$, namely $(1+a_e)\alpha^2\mathbf S\cdot(\mathbf r_a\times\mathbf p)/r_a^3$. The electron also accelerates, with $\dot{\mathbf v}=-\mathbf r_a/r_a^3$. Thomas precession at the rate $(\alpha^2/2)\dot{\mathbf v}\times\mathbf v$ adds $-(\alpha^2/2)\mathbf S\cdot(\mathbf r_a\times\mathbf p)/r_a^3$. The coefficient becomes $(1+a_e)-\frac12=(1+2a_e)/2$. $\square$

The nuclear-velocity term has no such half, because Thomas precession involves the electron's velocity.

## Lemma 2: rotation of the molecule

To leading order in $1/M$, rotation adds $-\boldsymbol\omega\cdot\mathbf L$ to $H_0$ and gives the nuclei velocities $\mathbf V_a=\boldsymbol\omega\times\mathbf R_a$, where $\boldsymbol\omega=\mathbf N/(\mu R^2)$.

**Proof.** In the centre-of-mass frame the nuclear momenta are $\pm\mathbf P-\mathbf p/2$, with $\mathbf P$ conjugate to $\mathbf R$. Their kinetic energy is

$$\frac{(\mathbf P-\mathbf p/2)^2+(\mathbf P+\mathbf p/2)^2}{2M}=\frac{P^2}{2\mu}+\frac{p^2}{4M}.$$

The last term contains no rotation and is dropped. The total angular momentum is $\mathbf N=\mathbf R\times\mathbf P+\mathbf L$, so the part of $P^2/(2\mu)$ transverse to the axis is

$$\frac{(\mathbf R\times\mathbf P)^2}{2\mu R^2}=\frac{N^2-2\mathbf N\cdot\mathbf L+L^2}{2\mu R^2}.$$

The cross term is $-\boldsymbol\omega\cdot\mathbf L$. The $N^2$ term is the rotational energy of the nuclei and does not act on the electron. The $L^2$ term does not contain $\mathbf N$ and is dropped with the other mass corrections.

The transverse part of $\mathbf P$ is $(\mathbf R\times\mathbf P)\times\mathbf R/R^2=(\mathbf N-\mathbf L)\times\mathbf R/R^2$. Dividing by $M=2\mu$, the $\mathbf N$ part gives $\pm\boldsymbol\omega\times\mathbf R/2=\boldsymbol\omega\times\mathbf R_a$.

Three pieces of the nuclear velocity remain:

- The recoil piece $-\mathbf p/(2M)$ and the $\mathbf L$ piece enter $H_s$ through electronic operators that either change the axial angular momentum by one unit or reduce to terms with $L_z$ acting on $\psi_0$. Their expectation values in the $\sigma$ function $\psi_0$ therefore vanish. Combined with the rotational mixing they are of order $1/M^2$.
- The radial piece enters through $\mathbf r_a\times\hat{\mathbf R}$, which is perpendicular to the axis and averages to zero in a $\sigma$ state. $\square$

The function $\psi_0(\mathbf r;\mathbf R)$ is unchanged by a joint rotation of $\mathbf r$ and $\mathbf R$, so $\mathbf N$ commutes with it. This permits $\boldsymbol\omega$ to be treated as a fixed vector while the electronic averages are taken.

## Lemma 3: the moving-nucleus part

In first order, $H_s$ gives $(1+a_e)\alpha^2F\,\boldsymbol\omega\cdot\mathbf S$ with $F=1/R+R\,dE/dR$.

**Proof.** The expectation value of $\mathbf r_a\times\mathbf p/r_a^3$ vanishes because $\psi_0$ is real and the operator is Hermitian and imaginary. In the velocity term,

$$\mathbf r_a\times(\boldsymbol\omega\times\mathbf R_a)=\boldsymbol\omega(\mathbf r_a\cdot\mathbf R_a)-\mathbf R_a(\mathbf r_a\cdot\boldsymbol\omega).$$

After averaging around the axis, the last term contains $\omega_z$. In a $\sigma$ state $N_z=L_z=0$, so it vanishes. The two nuclei contribute equally, and

$$F=-\sum_a\left\langle\frac{\mathbf r_a\cdot\mathbf R_a}{r_a^3}\right\rangle=-R\left\langle\frac{z_a}{r_a^3}\right\rangle ,\tag{4}$$

where the last average refers to the nucleus at $+R/2$. Moving this nucleus outward with the other one fixed changes $-1/r_a$ at the rate $-z_a/r_a^3$. The Hellmann-Feynman theorem then gives

$$\frac{dE}{dR}=-\frac1{R^2}-\left\langle\frac{z_a}{r_a^3}\right\rangle .$$

Solving for the average and inserting it in (4) proves the lemma. $\square$

At the minimum of $E(R)$ the electron's pull on each nucleus balances the repulsion $1/R^2$. There $F=1/R$, and this part of the constant is $(1+a_e)\alpha^2/(\mu R^3)$, without any further electronic integral. Away from the minimum the slope matters: at $R=3$ bohr $F=0.436$, while $1/R=0.333$. In terms of the electronic energy alone, $F=R\,dE_0/dR$.

## Lemma 4: the sigma-pi part

The rotational mixing gives $(1+2a_e)\alpha^2S\,\boldsymbol\omega\cdot\mathbf S$, with $S$ as in (2).

**Proof.** Take $\boldsymbol\omega$ along $x$. The perturbation $-\omega L_x$ changes the electronic function by

$$\psi_1=\omega\,G L_x\psi_0,\qquad G=\sum_{n\ne0}\frac{|n\rangle\langle n|}{E_n-E_0}.\tag{5}$$

The operator $L_x$ preserves inversion symmetry and changes the axial angular momentum by one unit, so the states $n$ are $\pi_g$ states. The first term of (3) then has the expectation value

$$\frac{1+2a_e}{2}\,\alpha^2S_x\cdot2\,\mathrm{Re}\langle\psi_0|A_x|\psi_1\rangle=(1+2a_e)\alpha^2\omega S\,S_x ,$$

where $S_x$ is the spin component. The factor 2 from the two cross terms cancels the factor $\frac12$ in (3). $A_x$ and $L_x$ are both imaginary and $G$ is real, so $S$ is real. $\square$

**Proof of the theorem.** The $x$ and $y$ directions are equivalent and $N_z=0$ in a $\sigma$ state, so both parts have the form $\boldsymbol\omega\cdot\mathbf S=\mathbf N\cdot\mathbf S/(\mu R^2)$. Adding Lemmas 3 and 4 and averaging over $R$ gives (1). $\square$

## What the mixing describes

The perturbed state carries the current that lets the electron cloud follow the turning axis. To see this, use $yp_z+zp_y=i[H_0,yz]$ and $(H_0-E_0)\psi_1=\omega L_x\psi_0$:

$$\langle yp_z+zp_y\rangle=2\,\mathrm{Re}\left(-i\omega\langle yz\,L_x\rangle\right).$$

The symmetric part of $yzL_x$ is Hermitian and imaginary and has no expectation value. Half the commutator remains, and $[yz,L_x]=i(y^2-z^2)$, so

$$\langle yp_z+zp_y\rangle=\omega\langle y^2-z^2\rangle .\tag{6}$$

The right side is the rate at which $\langle yz\rangle$ changes when the density turns rigidly. At $R=2$ bohr both sides, calculated separately, are $-0.4694\,\omega$. Equation (6) fixes this moment of the current; it does not say that the electron moves like a rigid body.

**Proposition.** The part of $S$ that comes from carrying the electron along with each nucleus equals $-F/2$.

**Proof.** For each nucleus, with $Z_a=\pm R/2$, write $L_x=L_x^{(a)}-Z_ap_y$, where $L_x^{(a)}=yp_z-z_ap_y$ is the angular momentum about that nucleus. From $p_y=i[H_0,y]$ follows $p_y\psi_0=i(H_0-E_0)y\psi_0$, hence $Gp_y\psi_0=iy\psi_0$. With $A_x^{(a)}=L_x^{(a)}/r_a^3$, the $p_y$ terms contribute

$$S_{\rm carried}=-i\sum_aZ_a\langle A_x^{(a)}y\rangle .$$

Again only half the commutator survives. Since $[L_x^{(a)},y]=iz_a$, it is $\langle A_x^{(a)}y\rangle=\frac i2\langle z_a/r_a^3\rangle$. Therefore

$$S_{\rm carried}=\frac12\sum_aZ_a\left\langle\frac{z_a}{r_a^3}\right\rangle=\frac R2\left\langle\frac{z_a}{r_a^3}\right\rangle_{+R/2}=-\frac F2 .\qquad\square$$

This has a direct reading in (3) without the anomaly. An electron moving with the nucleus, $\mathbf p=\mathbf V_a$, has no relative velocity and sees no magnetic field from it. What remains is $\mathbf r_a\times\mathbf V_a/r_a^3$ with the coefficient $\frac12-1=-\frac12$. This is half of the velocity term, and it is the Thomas precession of the accelerated electron. The rest, $S_{\rm local}=S+F/2$, is the response to rotation about each nucleus. The carried-along and local parts are a way of reading $S$; the observable constant contains only their sum, together with $F$.

## The limit of large distance

Let $R$ be large, with the electron near nucleus $b$ at $Z_b=-R/2$. The other location gives the same result by symmetry, and overlap between the two is exponentially small. An undisturbed $1s$ function has $L_x^{(b)}\psi_0=0$. The bare proton $a$ polarizes it by an amount of order $1/R^2$, and the resulting terms in $S$ that contain $L_x^{(b)}\psi_0$ are of order $1/R^4$. The $p_y$ term remains:

$$S\simeq\frac{Z_b}{2}\left[\left\langle\frac{z_a}{r_a^3}\right\rangle+\left\langle\frac{z_b}{r_b^3}\right\rangle\right].$$

The distant nucleus $a$ sees the electron at $z_a\simeq-R$, so the first average is $-1/R^2$. The second follows from the vanishing mean force on a bound electron: the pull $1/R^2$ towards $a$ balances $-\langle z_b/r_b^3\rangle$, so this average is $+1/R^2$. The bracket cancels, and $S$ has no term of order $1/R$. Meanwhile $dE/dR$ falls off as $1/R^5$, the slope of the polarization energy, so $F\to1/R$. At a fixed large distance the coupling tends to $(1+a_e)\alpha^2/(\mu R^3)$. The limit is approached late, because the overlap terms decay slowly: $FR$ is $1.13$, $1.013$ and $1.003$ at $R=8$, $12$ and $16$ bohr, and $S$ comes close to its $1/R^4$ law only near $20$ bohr. The polarization is essential here: with an unpolarized atom the second average would vanish and a false $S=1/(4R)$ would remain.

## Worked example

**Fixed bond length.** A variational calculation at $R=2$ bohr gives $E=-0.60263$ hartree, $F=0.5006$ and $S=-0.04185$. The value of $F$ from (4) and that from the slope of the energy agree to $2\times10^{-5}$. The slope value, $0.50058$, is the converged one; the quadrature value $0.50056$ used below is low in its last digit, which lowers the first part by $0.002$ MHz ($47.82$ rather than $47.81$ MHz with the converged $F$). The value of $S$ from (5) was tested against diagonalization of $H_0-\omega L_x$ at a small finite $\omega$.

With $\alpha^2/\mu$ equal to $381.643$ MHz, the two parts are

$$381.643\times1.00116\times\frac{0.50056}{4}=47.81\ \text{MHz},$$

$$381.643\times1.00232\times\frac{-0.04185}{4}=-4.00\ \text{MHz}.$$

Their sum is $43.81$ MHz. The second part is small because two larger pieces nearly cancel: $S=-0.2503+0.2084$, the carried-along and local parts. The lowest $\pi_g$ state, at an electronic energy of $-0.2267$ hartree, contributes $-0.0026$, about 6% of $S$. A two-state estimate would therefore miss most of the second-order term.

**Vibrational average.** For $v=0$, $N=1$ the mean bond length is $2.066$ bohr, and

$$\left\langle\frac F{R^2}\right\rangle=0.12127,\qquad\left\langle\frac S{R^2}\right\rangle=-0.01015 .$$

Hence

$$c_e=381.643\,[1.00116\times0.12127-1.00232\times0.01015]\ \text{MHz}.$$

The terms are $46.34$ and $-3.88$ MHz; before rounding their sum is $42.45$ MHz. With the converged $F$, $\langle F/R^2\rangle=0.12128$ and the sum is $42.455$ MHz, so the last digit shown here and in the differences below is uncertain by one.

The first part has dropped by $1.47$ MHz from its value at $R=2$ bohr. Since $F/R^2=1/R^3+E'/R$, the drop has two sources. The mean of $1/R^3$ is $0.12246$ instead of $0.125$. The mean of $E'/R$ is $0.12127-0.12246=-0.00119$ ($-0.00118$ with the converged $F$), instead of $0.00014$ at $R=2$ bohr. The mean of $E'$ itself only balances the small centrifugal force, $N(N+1)\langle R^{-3}\rangle/\mu\approx0.0003$, and the factor $1/R$ gives more weight to the inner side of the well, where $E'$ is negative. The value of about 42 MHz thus belongs to the vibrating molecule in this level, not to a fixed bond of 2 bohr.

**Doublet splitting.** From $\mathbf N\cdot\mathbf S=\frac12[J(J+1)-N(N+1)-\frac34]$, the values for $N=1$ are $\frac12$ for $J=\frac32$ and $-1$ for $J=\frac12$. With $c_e>0$ the $J=\frac32$ level is higher, by $\frac32c_e=63.7$ MHz. This is the splitting from $c_e$ alone; the hyperfine interaction must be added to obtain the observed pattern.

## Accuracy and range of validity

The omitted mass corrections are expected to be of relative order $1/M\approx5\times10^{-4}$ of $c_e$, or a few hundredths of a MHz. This is an estimate of scale, not a bound. The adiabatic correction to the nuclear radial function alone lowers $c_e$ by $0.025$ MHz. The effect of the $p^2/(4M)$ term on $F$ lowers it by $0.010$ MHz, and the recoil and $\mathbf L$ pieces by about $0.002$ MHz each. These pieces are not a complete treatment, but together they amount to about $-0.04$ MHz, a relative $9\times10^{-4}$, and bring $c_e$ to about $42.42$ MHz and the doublet splitting to about $63.6$ MHz. To three digits the constant is therefore $42.4$ MHz, with the last digit uncertain by about one.

The perturbation treatment requires $\omega$ to be small compared with the $\sigma$-$\pi$ energy gap. Here the lowest gap is $1.1026-0.2267=0.876$ hartree, while $\omega$ is about $\sqrt2/(918\times4)\approx4\times10^{-4}$. It would fail for a $\sigma$ state nearly degenerate with a $\pi$ state of the same inversion symmetry. Close to dissociation, the $\sigma_g$ and $\sigma_u$ states approach each other, and omitted couplings between them, such as the hyperfine interaction, can invalidate the single-state description. The full set of calculated values is in the numerical output below.

## Computed results

```
fine-structure constant alpha            = 0.007297353
electron anomaly a_e                     = 0.00115965
proton mass                              = 1836.1527 m_e
nuclear reduced mass mu                  = 918.0763 m_e
prefactor alpha^2/mu                     = 381.643 MHz (F/R^2 in a.u.)
2p splitting, Dirac / spin-orbit formula = 1.000034
fixed bond length R                      = 2.0 bohr
total energy E(R)                        = -0.6026342 hartree
electronic energy of 1s sigma_g          = -1.102634 hartree
electronic energy of lowest pi_g         = -0.2267 hartree
F from quadrature                        = 0.50056 a.u.
F from energy slope                      = 0.50058 a.u.
F at R = 3 bohr from energy slope        = 0.43601 a.u.
S from linear response                   = -0.04185 a.u.
S from finite-rotation diagonalization   = -0.04185 a.u.
S in the larger basis                    = -0.04185 a.u.
S, lowest pi_g state only                = -0.00264 a.u.
S, carried-along part                    = -0.25029 a.u.
S, local part                            = 0.20844 a.u.
quadrupole current per omega             = -0.46935 a.u.
<y^2 - z^2>                              = -0.46935 a.u.
first-order part at fixed R              = 47.81 MHz
second-order part at fixed R             = -4.00 MHz
sum at fixed R                           = 43.81 MHz
nuclear level energy, v=0 N=1            = -0.597130 hartree
mean bond length, v=0 N=1                = 2.0661 bohr
mean of 1/R^3                            = 0.12246 bohr^-3
mean of F/R^2                            = 0.12127 a.u.
mean of S/R^2                            = -0.01015 a.u.
first-order moving-nucleus part          = 46.34 MHz
second-order sigma-pi part               = -3.88 MHz
spin-rotation constant c_e               = 42.45 MHz
N=1 splitting, J=3/2 minus J=1/2         = 63.68 MHz
```
